# Where the stress vanishes in a substrate bent by a thin film

## Problem

A flat substrate of uniform thickness $h$ is free of stress. A film of thickness $h_f\ll h$ is then grown on it and carries a uniform in-plane stress $\sigma_f\neq 0$, equal in all in-plane directions. No outside force or moment acts, so the pair is free to curve. Both materials are linearly elastic and isotropic, the deflection is small compared with $h$, and the region considered is far from the edge.

Let $z$ be the depth below the film interface, so that the substrate occupies $0\le z\le h$. Tension is positive, and $F=\sigma_f h_f$ is the film force per unit width.

(a) Show that the in-plane stress in the substrate vanishes at $z=2h/3$ and nowhere else in the substrate. Find the whole stress profile and the curvature.

(b) Explain the position of the zero by splitting the stress into a uniform part and a bending part. What happens if the substrate is held flat?

(c) Find the position of the zero when the film thickness is not neglected.

(d) Evaluate the results for a film of 100 nm with $\sigma_f=-1.0$ GPa on a disc of thickness 700 µm and radius $R=100$ mm. The substrate has Young's modulus $E=129.6$ GPa, Poisson ratio $\nu=0.28$ and density $\rho=2300$ kg/m³. Judge whether stretching of the curved disc and its own weight may be neglected.

## Solution

### (a) Two balances fix the profile

Far from the edge, every part of the plate is in the same condition as its neighbours. A line normal to the plate therefore stays straight and normal when the plate bends. Let the curvature $\kappa$ be positive when the plate is concave on the film side. The centre of curvature then lies on that side, and material farther from it, at larger $z$, is stretched more. For small curvature the in-plane strain is

$$\varepsilon(z)=\varepsilon_0+\kappa z ,$$

where $\varepsilon_0$ is the strain at the interface.

The plate faces are free, so the stress normal to the plate is zero. With equal stress $\sigma$ in the two in-plane directions, Hooke's law gives

$$\varepsilon=\frac{\sigma-\nu\sigma}{E},\qquad\text{so}\qquad \sigma=M\varepsilon,\quad M=\frac{E}{1-\nu}.$$

The substrate is uniform, so $M$ does not depend on $z$ and the stress is linear in depth:

$$\sigma(z)=a+bz,\qquad a=M\varepsilon_0,\quad b=M\kappa .$$

Now cut the plate along a plane normal to its surface. No outside force acts, so the total force per unit width on the cut is zero:

$$F+\int_0^h(a+bz)\,dz=0\quad\Longrightarrow\quad ah+\frac{bh^2}{2}=-F. \tag{1}$$

The total moment is also zero. Take it about the interface. The film force acts about $h_f/2$ above that line, so its moment has size $|F|h_f/2$. This is smaller than moments of order $|F|h$ by a factor of order $h_f/h$, and it is dropped for a thin film. The substrate must then have no moment about the interface by itself:

$$\int_0^h(a+bz)\,z\,dz=\frac{ah^2}{2}+\frac{bh^3}{3}=0\quad\Longrightarrow\quad a=-\frac{2bh}{3}. \tag{2}$$

Therefore

$$\sigma(z)=b\left(z-\frac{2h}{3}\right).$$

Putting $a=-2bh/3$ into (1) gives

$$-\frac{2bh^2}{3}+\frac{bh^2}{2}=-\frac{bh^2}{6}=-F\quad\Longrightarrow\quad b=\frac{6F}{h^2}.$$

Since $F\neq0$, the slope $b$ is not zero, and a straight line with nonzero slope crosses zero once. The stress vanishes at $z=2h/3$ and nowhere else. The position follows from the moment balance (2), so neither the size nor the sign of $F$ affects it, and the modulus drops out.

The profile and curvature are

$$\boxed{\;\sigma(z)=-\frac{4F}{h}\left(1-\frac{3z}{2h}\right),\qquad \kappa=\frac{b}{M}=\frac{6F}{Mh^2}\;}$$

The second result is Stoney's equation. The stress is $-4F/h$ at the interface, $-F/h$ at mid-plane and $+2F/h$ at the back face. A film in tension compresses the upper two thirds of the substrate and stretches the lower third. A film in compression does the reverse.

### (b) Uniform stress plus bending

Write the same line about the mid-plane:

$$\sigma(z)=-\frac Fh+\frac{6F}{h^2}\left(z-\frac h2\right).$$

The first term balances the film force. The second has no net force and is the bending stress, which vanishes at mid-plane. The total is zero where the two terms cancel:

$$\frac{6F}{h^2}\left(z-\frac h2\right)=\frac Fh\quad\Longrightarrow\quad z-\frac h2=\frac h6 .$$

The zero thus lies $h/6$ below mid-plane, at $h/2+h/6=2h/3$.

If outside moments hold the substrate flat, then $\kappa=0$ and $b=0$. Equation (1) still holds and gives the uniform stress $a=-F/h$, which vanishes nowhere. Free bending is therefore essential to the result.

### (c) A film of finite thickness

Let the film have biaxial modulus $M_f$, and let $\varepsilon_m$ be its strain when the substrate is undeformed. The film occupies $-h_f\le z\le0$, with stress $M_f(\varepsilon_0+\kappa z+\varepsilon_m)$. The force balance and the moment balance about the interface are now

$$M\left(\varepsilon_0h+\frac{\kappa h^2}{2}\right)+M_f\left(\varepsilon_0h_f-\frac{\kappa h_f^2}{2}+\varepsilon_mh_f\right)=0,$$

$$M\left(\frac{\varepsilon_0h^2}{2}+\frac{\kappa h^3}{3}\right)+M_f\left(-\frac{\varepsilon_0h_f^2}{2}+\frac{\kappa h_f^3}{3}-\frac{\varepsilon_mh_f^2}{2}\right)=0.$$

Multiply the first by $h_f/2$ and add it to the second. In the film terms, $\varepsilon_m$ and $\varepsilon_0$ cancel, and the $\kappa$ terms leave $h_f^3/3-h_f^3/4=h_f^3/12$:

$$M\left[\frac{\varepsilon_0h(h+h_f)}{2}+\kappa\left(\frac{h^3}{3}+\frac{h^2h_f}{4}\right)\right]+\frac{M_f\kappa h_f^3}{12}=0.$$

The substrate stress vanishes at $z_0=-\varepsilon_0/\kappa$. With $\eta=h_f/h$ and $m=M_f/M$, solving for this ratio gives

$$\frac{z_0}{h}=\frac{4+3\eta+m\eta^3}{6(1+\eta)}=\frac23-\frac{\eta}{6}+O(\eta^2).$$

This point lies inside the substrate only if $z_0\le h$, that is $m\eta^3\le 2+3\eta$; for a thicker or stiffer film the substrate stress has no zero. The last form follows from $(2/3+\eta/2)(1-\eta)=2/3-\eta/6$ to first order. The zero moves towards the film by $h_f/6$, and to this order the film modulus does not matter. The reason is the longer lever arm: the film force acts at $h_f/2$ above the interface, which increases the bending stress relative to the uniform stress. The two then cancel closer to mid-plane.

These results were compared with a two-dimensional finite-element calculation that does not assume straight normals. It treats a strip of half-length $4h$ in plane strain, with Poisson ratio 0.25 in both layers. Plane strain replaces $E/(1-\nu)$ by $E/(1-\nu^2)$ and leaves the balances unchanged. For $\eta=0.02$, $m=2$ the zero at the centre lies at $0.6634h$, and for $\eta=0.20$, $m=3$ at $0.6422h$. Both agree with the formula to the digits shown.

The same calculation shows how far the edge reaches. For $\eta=0.02$, the largest difference from the central stress profile at depths between $0.025h$ and $0.975h$, relative to $4|F|/h$, is 68 % at $0.275h$ from the edge, 1.0 % at $1.025h$ and 0.04 % at $2.025h$. At $0.275h$ from the edge, the difference is larger still at the interface itself. The linear profile thus fails close to the edge, while the two-thirds rule is good from one or two thicknesses inward.

### (d) Numbers and neglected effects

**Film-induced stress.** The film force is

$$F=(-1.0\times10^{9}\ \text{Pa})(100\times10^{-9}\ \text{m})=-100\ \text{N/m},$$

and $M=129.6/(1-0.28)=180$ GPa. The stresses are

$$-\frac{4F}{h}=\frac{400\ \text{N/m}}{700\times10^{-6}\ \text{m}}=0.571\ \text{MPa},\qquad -\frac Fh=0.143\ \text{MPa},\qquad \frac{2F}{h}=-0.286\ \text{MPa}$$

at the interface, mid-plane and back face. The zero lies at $2(700\ \text{µm})/3=467$ µm. The finite film thickness moves it by only $-17$ nm.

The curvature is

$$\kappa=\frac{6(-100)}{(180\times10^{9})(700\times10^{-6})^2}\ \text{m}^{-1}=-6.80\times10^{-3}\ \text{m}^{-1},$$

a radius of curvature of 147 m, convex on the film side. The height difference between centre and rim is $|\kappa|R^2/2=34$ µm, or $0.049h$.

**Stretching into a bowl.** A flat disc cannot become a bowl without some in-plane stretching. Let $w=\kappa r^2/2$ be the deflection and $u(r)$ the radial displacement. The added strains, uniform through the thickness, are

$$\varepsilon_r=u'+\tfrac12w'^2=u'+\tfrac12\kappa^2r^2,\qquad \varepsilon_\theta=\frac ur,$$

so $(r\varepsilon_\theta)'=\varepsilon_r-\kappa^2r^2/2$. In-plane equilibrium requires $s_\theta=(rs_r)'$ for the added stresses. Try $s_r=A-Br^2$, which gives $s_\theta=A-3Br^2$. Hooke's law, $E\varepsilon_r=s_r-\nu s_\theta$ and $E\varepsilon_\theta=s_\theta-\nu s_r$, turns the strain condition into

$$A(1-\nu)-3B(3-\nu)r^2=A(1-\nu)-B(1-3\nu)r^2-\tfrac12E\kappa^2r^2 .$$

Hence $8B=E\kappa^2/2$, or $B=E\kappa^2/16$. The free rim requires $s_r(R)=0$, so $A=BR^2$. The added stress is $E\kappa^2R^2/16=3.7$ kPa at the centre, and the hoop stress at the rim is $-2BR^2=-7.5$ kPa.

An added uniform stress $s$ moves the zero to $z=2h/3-s/b$. Here $b=-1.224$ kPa/µm, so the zero moves by $+3.1$ µm at the centre. For the hoop stress near the rim, but far enough inward to be clear of the edge zone, it moves by about $-6.1$ µm. Both shifts are small compared with the depth of 467 µm, so stretching may be neglected here. These estimates keep $\kappa$ at Stoney's value. The added stresses also reduce the curvature at the centre by about 0.1 %, which raises the central shift to about $+3.2$ µm. The central shift divided by $h$ has size $(1-\nu)|\kappa|R^2/(16h)$, which is $(1-\nu)/8$ times the bow divided by $h$. This is why the deflection must be small compared with the thickness.

**Weight of an upright disc.** If the disc stands on its lower rim, its horizontal diameter carries the weight of the upper half. The mean vertical stress there is

$$-\frac{\rho gh\,\pi R^2/2}{2Rh}=-\frac{\pi\rho gR}{4}=-1.8\ \text{kPa}.$$

A stress of this size moves the zero by $-1.4$ µm (from the unrounded stress). The stress is not uniform along the diameter. For a disc standing on a single point, the vertical stress at the centre is the point-load part $-2\rho gR$ plus a uniform part $\rho gR/2$, together $-3\rho gR/2=-3.4$ kPa. There the zero of the vertical stress moves by $-2.8$ µm. Neither value describes the concentrated stress near the support.

**Weight of a disc lying on its rim.** The load per area is $q=\rho gh$. A circle of radius $r$ carries a load $\pi r^2q$ across its circumference, a shear force $qr/2$ per unit length. Moment balance on a small sector of a ring gives, for the radial and hoop bending moments per unit length,

$$(rm_r)'-m_\theta=-\frac{qr^2}{2}.$$

Let $w$ now be the downward deflection due to weight, and try $w'=-c_1r+c_2r^3$. With bending stiffness $D$,

$$m_r=-D\left(w''+\frac{\nu w'}{r}\right)=D\left[c_1(1+\nu)-c_2(3+\nu)r^2\right],$$

$$m_\theta=-D\left(\frac{w'}{r}+\nu w''\right)=D\left[c_1(1+\nu)-c_2(1+3\nu)r^2\right].$$

The balance becomes $-8Dc_2r^2=-qr^2/2$, so $c_2=q/(16D)$. A simply supported rim has $m_r(R)=0$, hence $c_1(1+\nu)=c_2(3+\nu)R^2$. The central moment is therefore $(3+\nu)qR^2/16$. A linear stress with surface values $\pm S$ carries the moment $Sh^2/6$, so

$$S=\frac{6}{h^2}\,\frac{(3+\nu)qR^2}{16}=\frac{3(3+\nu)\rho gR^2}{8h}=0.396\ \text{MPa}.$$

This is comparable with the film-induced stress. With the film side up, sagging compresses the top and stretches the bottom. The central stresses become

$$0.571-0.396=0.175\ \text{MPa},\qquad -0.286+0.396=0.111\ \text{MPa}$$

at the interface and back face, the second from unrounded values. Both are tensile and the profile is linear, so at the centre of this disc the substrate stress has no zero at all. A disc lying on its rim is not free of outside moments in the sense that part (a) requires.

**The real case.** The parameters are rough values in the regime of a silicon-germanium layer with about 15 % germanium on a 200 mm silicon wafer. At 100 nm such a layer is thicker than its equilibrium critical thickness, which is roughly 20 nm. It carries the assumed stress only if it stays metastable; relaxation by dislocations would reduce $|F|$. Silicon is not isotropic, so the disc estimates above give sizes only. Cooling from growth also changes the film stress. For a rough expansion difference of $0.5\times10^{-6}$ K⁻¹ over 600 K, and a film modulus equal to $M$, the change is 54 MPa, about 5 % of the film stress. This alters $F$ and the stresses of part (a) in proportion, but leaves the zero at two thirds. Of the effects estimated here, the support of the wafer matters most: standing upright, the weight alone moves the zero by no more than about three micrometres on the horizontal diameter, and weight and stretching together by no more than about six, whereas lying film-up on the rim removes it at the centre. Further digits are in the numerical output.

## Table of computed values

```
Finite elements (no straight-normal assumption), lengths in h:
 eta=0.02, m=2: zero at 0.66340 h, finite-film formula 0.66340 h
 largest misfit to thin-film law: 0.0142 of 4F/h
 curvature / Stoney curvature: 1.0200
 0.275 h from edge: stress differs from centre by up to 0.68054 of 4F/h
 1.025 h from edge: stress differs from centre by up to 0.01033 of 4F/h
 2.025 h from edge: stress differs from centre by up to 0.00041 of 4F/h
 eta=0.20, m=3: zero at 0.64222 h, finite-film formula 0.64222 h
Example inputs (rough typical values):
 film thickness 100 nm, film stress -1.0 GPa
 substrate thickness 700 um, wafer radius 100 mm
 biaxial modulus 180 GPa, Poisson ratio 0.28, E 129.6 GPa
 density 2300 kg/m3, g 9.807 m/s2
Example results:
 film force per width F = -100.0 N/m, eta = 1.429e-04
 stress at interface 0.5714 MPa
 stress at mid-plane 0.1429 MPa
 stress at back face -0.2857 MPa
 stress slope b = -0.001224 MPa/um
 stress zero at depth 466.67 um
 zero from minimum energy 466.65 um
 curvature -6.8027e-03 1/m, radius 147.0 m
 bow 34.01 um, bow/h = 0.0486
 if held flat: uniform stress 0.1428 MPa
Neglected effects for the example:
 finite film: zero moves by -16.66 nm
 bowl stretching, centre: 3.748 kPa, zero moves by 3.06 um
 bowl stretching, rim hoop: -7.497 kPa, zero moves by -6.12 um
 upright weight: mean -1.771 kPa, zero moves by -1.45 um
 flat on rim: central sag 25.32 um, surface stress 0.3963 MPa
 flat on rim, film up: interface 0.1751 MPa, back 0.1106 MPa
 thermal mismatch 0.5e-6 /K over 600 K: 54 MPa,
  or 5.4 % of the film stress
```
